**Spin-susceptibility enhancement of the electron gas from on-shell G0W0**

The program computes $\chi/\chi_P=1/S(0)$, where $S(\zeta)=(E_\uparrow-E_\downarrow)/(\varepsilon_\uparrow-\varepsilon_\downarrow)$ is the ratio of the on-shell $G_0W_0$ splitting to the free splitting at polarization $\zeta$. Here $\varepsilon_\sigma=k_\sigma^2/2$ is the free Fermi energy of spin $\sigma$, $E_\sigma=\varepsilon_\sigma+\Sigma_\sigma(k_\sigma,\varepsilon_\sigma)$, and $\chi_P$ is the Pauli susceptibility. It asserts that $S(0)$ extrapolated from the self-energies agrees within 0.002 with the value from the curvature of the RPA energy and with the value from $W$ frozen at zero polarization. It also asserts that the exchange self-energy and the density bubble agree with direct integration, and that the imaginary-frequency integrand agrees with the real-frequency spectrum of $W$, in cases with and without a plasmon. Further assertions compare the correlation self-energies with density derivatives of the RPA correlation energy and test the convergence of the quadrature. The output gives $\chi/\chi_P=1.311$ at $r_s=2$ and $1.658$ at $r_s=4$ by all three routes, against 1.496 and 2.971 for exchange alone.

## Verification by program

```python
"""Spin-susceptibility enhancement of the 3D electron gas from on-shell G0W0.

Result under test (Hartree atomic units):
  chi/chi_Pauli = 1/S(0),  S(zeta) = (E_up - E_dn)/(eps_up - eps_dn),
  E_s = eps_s + Sigma_s(k_s, eps_s),  eps_s = k_s**2/2,
where k_s is the Fermi momentum of spin s at polarization zeta, and Sigma is
the G0W0 self-energy with W the RPA interaction of the polarized gas.
Symbols: q momentum transfer, nu imaginary frequency, u = nu/q,
P_s = -chi0_s the positive density bubble of one spin.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi


def gauss01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


def fermi_momenta(kf, zeta):
    return kf * (1 + zeta) ** (1 / 3), kf * (1 - zeta) ** (1 / 3)


def log_factor(q, u, p):
    return np.log1p(2 * p * q / ((p - q / 2) ** 2 + u ** 2))


def bubble(q, u, p):
    """Closed form of P_s(q, i q u) for a Fermi sphere of radius p."""
    angle = np.arctan2(2 * p * u, u ** 2 + q ** 2 / 4 - p ** 2)
    return p / (4 * PI ** 2) * (
        1 + (p ** 2 + u ** 2 - q ** 2 / 4) / (2 * p * q) * log_factor(q, u, p)
        - u / p * angle)


def q_grid(momenta, n):
    """Nodes on (0, infinity), clustered at the singular points q = 2p."""
    t, w = gauss01(n)
    edges = np.unique(np.concatenate(([0.0], 2 * np.array(momenta))))
    edges = np.append(edges, 2 * edges[-1])
    nodes, weights = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        nodes.append(a + (b - a) * t ** 2 * (3 - 2 * t))
        weights.append((b - a) * 6 * t * (1 - t) * w)
    nodes.append(edges[-1] / t)
    weights.append(edges[-1] / t ** 2 * w)
    return np.concatenate(nodes), np.concatenate(weights)


def u_grid(q, scale, n):
    t, w = gauss01(n)
    s = (scale + q / 2)[:, None]
    return s * t ** 2 / (1 - t), s * t * (2 - t) / (1 - t) ** 2 * w


def sigma_profile(q, p, spheres, nu_nodes=160):
    """Integral over u of (1/epsilon - 1) * log factor, for each q."""
    u, wu = u_grid(q, max(spheres), nu_nodes)
    qq = q[:, None]
    x = 4 * PI / qq ** 2 * sum(bubble(qq, u, k) for k in spheres)
    return np.sum(wu * (-x / (1 + x)) * log_factor(qq, u, p), axis=1)


def sigma_c(p, spheres, nq=48, nu_nodes=160):
    """Correlation self-energy at Fermi momentum p, W made by `spheres`."""
    q, wq = q_grid((p,) + tuple(spheres), nq)
    profile = sigma_profile(q, p, spheres, nu_nodes)
    return np.sum(wq * profile) / (2 * PI ** 2 * p)


def rpa_energy_density(spheres, nq=48, nu_nodes=160):
    """RPA correlation energy per volume."""
    q, wq = q_grid(spheres, nq)
    u, wu = u_grid(q, max(spheres), nu_nodes)
    qq = q[:, None]
    x = 4 * PI / qq ** 2 * sum(bubble(qq, u, k) for k in spheres)
    series = -x ** 2 / 2 + x ** 3 / 3 - x ** 4 / 4
    g = np.where(x < 1e-3, series, np.log1p(x) - x)
    return np.sum(wq * q ** 3 * np.sum(wu * g, axis=1)) / (4 * PI ** 3)


def energy_per_electron(kf, zeta):
    ks = fermi_momenta(kf, zeta)
    kinetic = sum(k ** 5 for k in ks) / (20 * PI ** 2)
    exchange = -sum(k ** 4 for k in ks) / (8 * PI ** 3)
    density = kf ** 3 / (3 * PI ** 2)
    return (kinetic + exchange + rpa_energy_density(ks)) / density


def epsilon_real_axis(q, omega, spheres, eta):
    """Retarded RPA dielectric function from complex logarithms."""
    z = np.asarray(omega) + 1j * eta
    total = 0
    for p in spheres:
        for a in (q / 2 - z / q, q / 2 + z / q):
            total = total + a * p + 0.5 * (p * p - a * a) * np.log(
                (a + p) / (a - p))
    return 1 + 4 * PI / q ** 2 * total / (4 * PI ** 2 * q)


def real_axis_profile(q, p, spheres):
    """Angular integral of the self-energy from the real spectrum of W."""
    v = 4 * PI / q ** 2
    top, bottom = q * q / 2 + p * q, abs(q * q / 2 - p * q)

    def kernel(omega):
        return -np.log((top + omega) / (bottom + omega)) / (p * q)

    edges = [0.0]
    for k in spheres:
        edges += [abs(q * q / 2 - k * q), q * q / 2 + k * q]
    edges = np.unique(edges)
    t, w = gauss01(600)
    value = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        omega = a + (b - a) * 0.5 * (1 - np.cos(PI * t))
        jac = (b - a) * 0.5 * PI * np.sin(PI * t)
        eps = epsilon_real_axis(q, omega, spheres, 1e-13)
        spectrum = -v * np.imag(1 / eps) / PI
        value += np.sum(w * jac * spectrum * kernel(omega))

    def eps_above(omega):
        return float(np.real(epsilon_real_axis(q, omega, spheres, 0.0)))

    start = edges[-1] * (1 + 1e-8)
    has_plasmon = eps_above(start) < 0
    if has_plasmon:
        wp = brentq(eps_above, start, 20 * edges[-1] + 5, xtol=1e-14)
        h = 1e-4 * (wp - edges[-1])
        slope = (eps_above(wp + h) - eps_above(wp - h)) / (2 * h)
        value += v / slope * kernel(wp)
    return value, has_plasmon


dev_exchange = dev_bubble = dev_axis = dev_energy = dev_grid = 0.0
plasmon_cases = []

for rs in (2.0, 4.0):
    kf = (9 * PI / 4) ** (1 / 3) / rs
    density = kf ** 3 / (3 * PI ** 2)
    ec = rpa_energy_density((kf, kf)) / density
    print(f"rs = {rs:.0f}: k_F = {kf:.5f} 1/bohr, E_F = {kf**2/2:.5f} Ha")
    print(f"  RPA correlation energy = {ec:.5f} Ha per electron")

    stiffness = {}
    for zeta in (0.20, 0.10, 0.05):
        ks = fermi_momenta(kf, zeta)
        levels, free = [], []
        for name, k in zip(("up", "dn"), ks):
            sx, sc = -k / PI, sigma_c(k, ks)
            free.append(k * k / 2)
            levels.append(k * k / 2 + sx + sc)
            print(f"  zeta={zeta:.2f} {name}: k={k:.5f} 1/bohr, "
                  f"eps={free[-1]:.5f} Ha")
            print(f"    Sx={sx:.5f}, Sc={sc:.5f}, E={levels[-1]:.5f} Ha")
        stiffness[zeta] = (levels[0] - levels[1]) / (free[0] - free[1])
        print(f"    E_up-E_dn = {levels[0]-levels[1]:.5f} Ha, free "
              f"{free[0]-free[1]:.5f} Ha, S = {stiffness[zeta]:.4f}")

    s_sigma = (4 * stiffness[0.05] - stiffness[0.10]) / 3

    # Independent route: curvature of the RPA total energy.
    e0 = energy_per_electron(kf, 0.0)
    curv = [2 * (energy_per_electron(kf, h) - e0) / h ** 2
            for h in (0.05, 0.10)]
    s_energy = (4 * curv[0] - curv[1]) / 3 / (kf ** 2 / 3)

    # Independent route: W frozen at zero polarization.
    h = 0.01 * kf
    slope = (sigma_c(kf + h, (kf, kf)) - sigma_c(kf - h, (kf, kf))) / (2 * h)
    s_frozen = 1 - 1 / (PI * kf) + slope / kf

    # Tolerance: the extrapolations leave terms of order zeta^2 ln(zeta).
    assert abs(s_sigma - s_energy) < 2e-3, (s_sigma, s_energy)
    assert abs(s_sigma - s_frozen) < 2e-3, (s_sigma, s_frozen)

    s_x = -1 / (PI * kf)
    print(f"  S(0) = {s_sigma:.4f}: exchange part {s_x:.4f}, "
          f"correlation part {s_sigma-1-s_x:.4f}")
    print(f"  chi/chi_Pauli, self-energies  = {1/s_sigma:.3f}")
    print(f"  chi/chi_Pauli, RPA energy     = {1/s_energy:.3f}")
    print(f"  chi/chi_Pauli, frozen W       = {1/s_frozen:.3f}")
    print(f"  chi/chi_Pauli, exchange only  = {1/(1+s_x):.3f}")

    # Building blocks, tested in a clearly polarized gas.
    ks = fermi_momenta(kf, 0.20)
    for i, k in enumerate(ks):
        # Exchange: angular integral of the Coulomb interaction done first.
        shell = quad(lambda y: y * np.log((k + y) / (k - y)), 0, k)[0]
        dev_exchange = max(dev_exchange, abs(-shell / (PI * k) + k / PI))

        # Bubble: direct integral over the Fermi sphere.
        t, w = gauss01(160)
        q, u = 0.7 * kf, 0.4 * kf
        x = q * q / 2 + q * k * t[:, None] * (2 * t[None, :] - 1)
        direct = np.sum(k ** 3 * (w * t ** 2)[:, None] * 2 * w[None, :]
                        * 2 * x / (x ** 2 + (q * u) ** 2)) / (4 * PI ** 2)
        dev_bubble = max(dev_bubble, abs(direct / bubble(q, u, k) - 1))

        # Contour rotation: imaginary axis against the real spectrum of W.
        for ratio in (0.5, 1.5, 2.5):
            q = ratio * kf
            imag = (2 / (k * q * q)
                    * sigma_profile(np.array([q]), k, ks, 300)[0])
            real, has_plasmon = real_axis_profile(q, k, ks)
            plasmon_cases.append(has_plasmon)
            dev_axis = max(dev_axis, abs(imag / real - 1))

        # Self-energy against the density derivative of the RPA energy.
        step = 0.005
        shifted = []
        for sign in (1, -1):
            moved = list(ks)
            moved[i] = k * (1 + sign * step) ** (1 / 3)
            shifted.append(rpa_energy_density(tuple(moved)))
        n_spin = k ** 3 / (6 * PI ** 2)
        derivative = (shifted[0] - shifted[1]) / (2 * step * n_spin)
        dev_energy = max(dev_energy, abs(derivative - sigma_c(k, ks)))

        # Quadrature convergence of the self-energy.
        fine = sigma_c(k, ks, 72, 240)
        dev_grid = max(dev_grid, abs(fine - sigma_c(k, ks)))
    fine = rpa_energy_density(ks, 72, 240)
    dev_grid = max(dev_grid, abs(fine - rpa_energy_density(ks)) / density)

print(f"largest deviation, exchange integral: {dev_exchange:.1e} Ha")
print(f"largest deviation, bubble: {dev_bubble:.1e} (relative)")
print(f"largest deviation, real vs imaginary axis: {dev_axis:.1e} (relative)")
print(f"largest deviation, dE/dn vs self-energy: {dev_energy:.1e} Ha")
print(f"largest change on a finer grid: {dev_grid:.1e} Ha")

assert dev_exchange < 1e-8
assert dev_bubble < 1e-8
assert any(plasmon_cases) and not all(plasmon_cases)
assert dev_axis < 2e-4      # logarithmic edges of the continuum
assert dev_energy < 5e-6    # second-order error of the density step
assert dev_grid < 1e-7
print("all tests passed")
```

It prints:

```
rs = 2: k_F = 0.95958 1/bohr, E_F = 0.46040 Ha
  RPA correlation energy = -0.06180 Ha per electron
  zeta=0.20 up: k=1.01971 1/bohr, eps=0.51990 Ha
    Sx=-0.32458, Sc=-0.06418, E=0.13114 Ha
  zeta=0.20 dn: k=0.89079 1/bohr, eps=0.39676 Ha
    Sx=-0.28355, Sc=-0.07588, E=0.03733 Ha
    E_up-E_dn = 0.09381 Ha, free 0.12314 Ha, S = 0.7618
  zeta=0.10 up: k=0.99055 1/bohr, eps=0.49060 Ha
    Sx=-0.31530, Sc=-0.06675, E=0.10854 Ha
  zeta=0.10 dn: k=0.92646 1/bohr, eps=0.42917 Ha
    Sx=-0.29490, Sc=-0.07255, E=0.06171 Ha
    E_up-E_dn = 0.04683 Ha, free 0.06143 Ha, S = 0.7623
  zeta=0.05 up: k=0.97531 1/bohr, eps=0.47562 Ha
    Sx=-0.31045, Sc=-0.06811, E=0.09705 Ha
  zeta=0.05 dn: k=0.94331 1/bohr, eps=0.44492 Ha
    Sx=-0.30027, Sc=-0.07101, E=0.07365 Ha
    E_up-E_dn = 0.02341 Ha, free 0.03070 Ha, S = 0.7625
  S(0) = 0.7625: exchange part -0.3317, correlation part 0.0942
  chi/chi_Pauli, self-energies  = 1.311
  chi/chi_Pauli, RPA energy     = 1.311
  chi/chi_Pauli, frozen W       = 1.311
  chi/chi_Pauli, exchange only  = 1.496
rs = 4: k_F = 0.47979 1/bohr, E_F = 0.11510 Ha
  RPA correlation energy = -0.04681 Ha per electron
  zeta=0.20 up: k=0.50985 1/bohr, eps=0.12997 Ha
    Sx=-0.16229, Sc=-0.04968, E=-0.08200 Ha
  zeta=0.20 dn: k=0.44540 1/bohr, eps=0.09919 Ha
    Sx=-0.14177, Sc=-0.05794, E=-0.10052 Ha
    E_up-E_dn = 0.01853 Ha, free 0.03079 Ha, S = 0.6019
  zeta=0.10 up: k=0.49528 1/bohr, eps=0.12265 Ha
    Sx=-0.15765, Sc=-0.05150, E=-0.08651 Ha
  zeta=0.10 dn: k=0.46323 1/bohr, eps=0.10729 Ha
    Sx=-0.14745, Sc=-0.05560, E=-0.09576 Ha
    E_up-E_dn = 0.00926 Ha, free 0.01536 Ha, S = 0.6028
  zeta=0.05 up: k=0.48766 1/bohr, eps=0.11890 Ha
    Sx=-0.15523, Sc=-0.05247, E=-0.08879 Ha
  zeta=0.05 dn: k=0.47166 1/bohr, eps=0.11123 Ha
    Sx=-0.15013, Sc=-0.05451, E=-0.09342 Ha
    E_up-E_dn = 0.00463 Ha, free 0.00767 Ha, S = 0.6030
  S(0) = 0.6031: exchange part -0.6634, correlation part 0.2666
  chi/chi_Pauli, self-energies  = 1.658
  chi/chi_Pauli, RPA energy     = 1.658
  chi/chi_Pauli, frozen W       = 1.658
  chi/chi_Pauli, exchange only  = 2.971
largest deviation, exchange integral: 7.2e-16 Ha
largest deviation, bubble: 5.1e-15 (relative)
largest deviation, real vs imaginary axis: 4.6e-09 (relative)
largest deviation, dE/dn vs self-energy: 7.9e-08 Ha
largest change on a finer grid: 5.9e-15 Ha
all tests passed
```
